**Egg-box decay for potentials with a derivative jump and for Gaussian wells**

The egg-box amplitude $A$ is the rms variation of the grid energy as an atom moves through one cell of spacing $h$. If the $n$-th radial derivative of the potential is the first to jump at $r_c$, and the density there is nonzero, the envelope of $A$ falls as $h^{n+2}$ in three dimensions. For a Gaussian well with a Gaussian density, $A\simeq\sqrt6\,|E_0|\,e^{-\pi^2w^2/h^2}$, where $E_0$ is the exact integral and $w$ the width of the product of potential and density. The program asserts the large-$G$ transform, the harmonic sum, the powers and prefactors for $n=0$ to 3 and for a cut Gaussian, the Gaussian law, and the decay rate set by a singular density. The measured powers are 2.02, 3.00, 4.02 and 5.02, and cutting the Gaussian brings back the power 2. For the lowest eigenvalue in a periodic box, it asserts that the logarithmic drop of the Gaussian well's egg-box per equal step in $1/h$ does not shrink, within 5%, and that the amplitude at $h=1/6$ Å is below one thousandth of that of the $n=2$ well. It also asserts that grid sums with the isolated atom's orbital density reproduce the eigenvalue egg-box at the two finest spacings, within 10% for the $n=2$ well and within a factor of 3 for the Gaussian well. A second-order kinetic stencil shifts the mean level by 0.89 eV but leaves the egg-box amplitude nearly unchanged.

## Verification by program

```python
# Result under test: the egg-box amplitude A (rms over atom positions R of the
# grid energy h^3 sum_j f(r_j - R), f = V * rho) has an envelope h^(n+2) in 3D
# when V has its first jump in the n-th derivative at r_c, while Gaussian V and
# Gaussian rho give A = sqrt(6)|E0| exp(-pi^2 w^2 / h^2). With the orbital of a
# Gaussian well the fall is slower, but still at least exponential in 1/h.
# Symbols: h grid spacing, G = 2 pi |m| / h, J = jump of the n-th derivative of f,
# V0 well depth, a_g Gaussian well width, b density width, 1/w^2 = 1/a_g^2 + 1/b^2.
# Energies in eV, lengths in angstrom.
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy import fft
from scipy.sparse.linalg import LinearOperator, eigsh

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
kin = 0.5 * hartree * bohr**2          # hbar^2 / 2m in eV angstrom^2
V0, rc, a_g, b = 100.0, 1.0, 0.5, 1.0
rho0 = (math.pi * b * b) ** -1.5


def cell_shifts(M):
    """Midpoint positions in the cell, reduced by cubic symmetry, with weights."""
    s = (np.arange(M // 2) + 0.5) / M
    pts = list(itertools.combinations_with_replacement(s, 3))
    w = np.array([len(set(itertools.permutations(p))) for p in pts], float)
    return pts, w / w.sum()


def rms(values, w):
    values = np.asarray(values)
    mean = np.tensordot(w, values, axes=1)
    return np.sqrt(np.tensordot(w, (values - mean) ** 2, axes=1))


def radii_squared(h, shift, reach):
    top = math.ceil(reach / h) + 1
    j = np.arange(-top, top + 1)
    q = [((j - s) * h) ** 2 for s in shift]
    r2 = q[0][:, None, None] + q[1][None, :, None] + q[2][None, None, :]
    return r2[r2 < reach * reach]


def cut_well_energies(h, shift):
    """Grid energies for wells n = 0..3 and for the Gaussian cut at rc."""
    r2 = radii_squared(h, shift, rc)
    f = -V0 * rho0 * np.exp(-r2 / b**2)
    t = 1 - r2 / rc**2
    cut_gauss = np.sum(f * np.exp(-r2 / a_g**2))
    out = []
    for n in range(4):
        out.append(f.sum())
        f = f * t
    return h**3 * np.array(out + [cut_gauss])


print(f"V0 = {V0:.1f} eV, r_c = {rc:.2f} A, a_g = {a_g:.2f} A, b = {b:.2f} A")

# Radial Fourier transform by quadrature, and its large-G form
node, weight = np.polynomial.legendre.leggauss(400)
r = 0.5 * rc * (node + 1)
wr = 0.5 * rc * weight


def f_radial(n):
    return -V0 * (1 - r**2 / rc**2) ** n * rho0 * np.exp(-r**2 / b**2)


def transform(n, G):
    return 4 * math.pi / G * np.sum(wr * r * f_radial(n) * np.sin(G * r))


rho_c = rho0 * math.exp(-rc**2 / b**2)
jump = [V0 * (-1) ** n * math.factorial(n) * (2 / rc) ** n * rho_c
        for n in range(4)]
worst = 0.0
for n in range(4):
    for u in (20.0, 20.13, 20.31, 20.5, 20.77):
        G = 2 * math.pi * u / rc
        envelope = 4 * math.pi * rc * jump[n] / G ** (n + 2)
        asym = envelope * math.sin(G * rc + (n + 1) * math.pi / 2)
        worst = max(worst, abs((transform(n, G) - asym) / envelope))
assert worst < 0.05
print(f"density at r_c = {rho_c:.5f} A^-3")
print(f"large-G transform: worst error/envelope = {worst:.4f}")

# Poisson summation: one direct grid sum against the sum of harmonics
h, shift = 0.25, (0.3, 0.1, 0.2)
direct = cut_well_energies(h, shift)[2]
integral = 4 * math.pi * np.sum(wr * r**2 * f_radial(2))
m = np.arange(-12, 13)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
table = np.array([integral] + [transform(2, 2 * math.pi * math.sqrt(q) / h)
                               for q in range(1, m2.max() + 1)])
c = [np.cos(2 * math.pi * m * s) for s in shift]
harmonics = np.einsum("ijk,i,j,k->", table[m2], *c)
assert abs(direct - harmonics) < 0.02 * abs(direct - integral)
print(f"n=2, h={h:.2f} A: integral = {integral:.7f} eV")
print(f"  direct grid sum = {direct:.7f} eV")
print(f"  harmonic sum    = {harmonics:.7f} eV")

# Powers and prefactors, averaged over one period of r_c/h
pts, wt = cell_shifts(10)
windows = []
for N in (12, 24):
    u = N + (np.arange(8) + 0.37) / 8
    A2 = np.array([rms([cut_well_energies(rc / x, p) for p in pts], wt) ** 2
                   for x in u])
    windows.append((u, np.sqrt(A2.mean(axis=0))))
m = np.arange(-60, 61)
m2 = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2).ravel()
m2 = m2[m2 > 0].astype(float)
labels = ["n=0", "n=1", "n=2", "n=3", "cut Gaussian"]
orders = [0, 1, 2, 3, 0]
jumps = jump + [V0 * math.exp(-rc**2 / a_g**2) * rho_c]
mean_u = [x[0].mean() for x in windows]
print(f"mean r_c/h in the two windows: {mean_u[0]:.2f}, {mean_u[1]:.2f}")
print("well: A coarse, A fine, formula fine (eV), measured power")
for i, (label, n, J) in enumerate(zip(labels, orders, jumps)):
    S = np.sum(m2 ** -(n + 2.0))
    pred = [math.sqrt(np.mean((4 * math.pi * rc * J) ** 2 * S / 2
                              * (rc / x[0] / (2 * math.pi)) ** (2 * n + 4)))
            for x in windows]
    got = [x[1][i] for x in windows]
    power = math.log(got[0] / got[1]) / math.log(mean_u[1] / mean_u[0])
    print(f"  {label}: {got[0]:.3e}, {got[1]:.3e}, {pred[1]:.3e}, {power:.2f}")
    assert abs(power - (n + 2)) < 0.15, (label, power)
    assert abs(got[1] / pred[1] - 1) < 0.08, (label, got, pred)
print(f"cut Gaussian: step in V = {V0 * math.exp(-rc**2 / a_g**2):.3f} eV")

# Uncut Gaussian well with Gaussian density
w2 = 1 / (1 / a_g**2 + 1 / b**2)
E0 = -V0 * (w2 / b**2) ** 1.5


def gaussian_law(h):
    return math.sqrt(6) * abs(E0) * math.exp(-math.pi**2 * w2 / h**2)


print(f"Gaussian: w = {math.sqrt(w2):.4f} A, E0 = {E0:.4f} eV")
print("h (A): A Gaussian, formula, A of n=2 well (eV)")
for h in (0.5, 0.4, 0.3):
    vals = []
    for p in pts:
        r2 = radii_squared(h, p, 3.2)
        vals.append(-V0 * rho0 * h**3 * np.sum(np.exp(-r2 / w2)))
    got = rms(vals, wt)
    poly = rms([cut_well_energies(h, p)[2] for p in pts], wt)
    print(f"  {h:.2f}: {got:.3e}, {gaussian_law(h):.3e}, {poly:.3e}")
    assert abs(got / gaussian_law(h) - 1) < 0.02

# Gaussian V with a density singular at r = i c: decay rate set by c
c_sing = 0.3
x = np.arange(-4, 4.0005, 0.001)
F = x * np.exp(-x**2 / a_g**2) / (1 + x**2 / c_sing**2) ** 2
ft = [2 * math.pi / G * np.sum(F * np.sin(G * x)) * 0.001 for G in (40.0, 60.0)]
rate = math.log(ft[0] / ft[1]) / 20
assert abs(rate - c_sing) < 0.01
print(f"density singular at c = {c_sing:.3f} A: decay rate = {rate:.4f} A")

# Eigenvalue problem in a periodic cube: does the orbital response matter?
L = 4.0


def well(kind, r2):
    if kind == "gauss":
        return -V0 * np.exp(-r2 / a_g**2)
    return -V0 * np.clip(1 - r2 / rc**2, 0, None) ** 2


def lowest_energy(N, shift, kind, stencil=False):
    h = L / N
    k = 2 * math.pi * np.fft.fftfreq(N, h)
    t1 = kin * ((2 - 2 * np.cos(k * h)) / h**2 if stencil else k**2)
    T = t1[:, None, None] + t1[None, :, None] + t1[None, None, :]
    d = [(np.arange(N) * h - s * h) % L for s in shift]
    d = [(y + L / 2) % L - L / 2 for y in d]
    r2 = d[0][:, None, None]**2 + d[1][None, :, None]**2 + d[2][None, None, :]**2
    if kind == "gauss":                # smooth periodic sum over images
        g = [sum(np.exp(-(y + q * L) ** 2 / a_g**2) for q in range(-2, 3))
             for y in d]
        V = -V0 * g[0][:, None, None] * g[1][None, :, None] * g[2][None, None, :]
    else:
        V = well(kind, r2)

    def apply(v):
        v = v.reshape(N, N, N)
        return (fft.ifftn(T * fft.fftn(v)).real + V * v).ravel()

    H = LinearOperator((N**3, N**3), matvec=apply, dtype=float)
    start = np.exp(-1.5 * r2).ravel()
    return eigsh(H, k=1, which="SA", ncv=30, v0=start, tol=1e-9,
                 maxiter=2000, return_eigenvectors=False)[0]


# isolated-atom ground states of both wells in a radial sine basis
Rmax, nb = 5.0, 100
kb = np.arange(1, nb + 1) * math.pi / Rmax
reach = {"poly": rc, "gauss": 3.2}
level, coef = {}, {}
for kind in reach:
    rq = 0.5 * reach[kind] * (node + 1)
    wq = 0.5 * reach[kind] * weight
    B = math.sqrt(2 / Rmax) * np.sin(np.outer(rq, kb))
    Hrad = np.diag(kin * kb**2) + B.T @ ((wq * well(kind, rq**2))[:, None] * B)
    eps, vec = np.linalg.eigh(Hrad)
    level[kind], coef[kind] = eps[0], vec[:, 0]


def frozen_energy(h, shift, kind):
    """Grid sum of V times the density of the isolated-atom orbital."""
    r2 = radii_squared(h, shift, reach[kind])
    u = math.sqrt(2 / Rmax) * np.sin(np.outer(np.sqrt(r2), kb)) @ coef[kind]
    return h**3 * np.sum(well(kind, r2) * u**2 / (4 * math.pi * r2))


pts4, wt4 = cell_shifts(4)
print(f"eigenvalue test, periodic box {L:.1f} A")
print(f"radial levels: n=2 {level['poly']:.4f} eV, Gaussian {level['gauss']:.4f} eV")
print("A (eV) from eigenvalue and from frozen orbital density")
print("h (A): n=2 eigen, n=2 frozen, Gaussian eigen, Gaussian frozen")
sizes = (12, 16, 20, 24)
A_eig = {"poly": [], "gauss": []}
A_fro = {"poly": [], "gauss": []}
for N in sizes:
    for kind in ("poly", "gauss"):
        levels = np.array([lowest_energy(N, p, kind) for p in pts4])
        A_eig[kind].append(rms(levels, wt4))
        A_fro[kind].append(rms([frozen_energy(L / N, p, kind) for p in pts4], wt4))
        if N == 20 and kind == "poly":
            mean_spectral = wt4 @ levels
    print(f"  {L / N:.4f}: {A_eig['poly'][-1]:.3e}, {A_fro['poly'][-1]:.3e}, "
          f"{A_eig['gauss'][-1]:.3e}, {A_fro['gauss'][-1]:.3e}")

# logarithmic drop per equal step of 1/h: constant for an exponential,
# shrinking for any power law
drop = -np.diff(np.log(A_eig["gauss"]))
print("Gaussian eigenvalue, ln drop per step of 1/h = 1 A^-1: "
      + ", ".join(f"{y:.2f}" for y in drop))
print(f"fixed Gaussian density formula at h=0.20 A: {gaussian_law(0.2):.2e} eV")

stencil = np.array([lowest_energy(20, p, "poly", True) for p in pts4])
A_stencil = rms(stencil, wt4)
mean_shift = wt4 @ stencil - mean_spectral
print(f"mean n=2 level at h=0.20 A, spectral kinetic: {mean_spectral:.4f} eV")
print(f"second-order stencil: mean shift = {mean_shift:.4f} eV")
print(f"second-order stencil: A = {A_stencil:.3e} eV")

assert abs(mean_spectral - level["poly"]) < 0.05
for i in (2, 3):
    assert abs(A_eig["poly"][i] / A_fro["poly"][i] - 1) < 0.10
# the frozen sum ignores the truncation of the orbital by the grid, which
# matters by a factor of order one when the amplitude is exponentially small
for i in (2, 3):
    assert 1 / 3 < A_eig["gauss"][i] / A_fro["gauss"][i] < 3
assert A_fro["gauss"][2] > 1e6 * gaussian_law(0.2)
assert drop[1] > 0.95 * drop[0] and drop[2] > 0.95 * drop[1]
assert A_eig["gauss"][3] < 1e-3 * A_eig["poly"][3]
assert abs(mean_shift) > 10 * A_stencil
assert 0.5 < A_stencil / A_eig["poly"][2] < 2
print("checks complete")
```

Output:

```
V0 = 100.0 eV, r_c = 1.00 A, a_g = 0.50 A, b = 1.00 A
density at r_c = 0.06607 A^-3
large-G transform: worst error/envelope = 0.0159
n=2, h=0.25 A: integral = -12.5627021 eV
  direct grid sum = -12.5649303 eV
  harmonic sum    = -12.5649332 eV
mean r_c/h in the two windows: 12.48, 24.48
well: A coarse, A fine, formula fine (eV), measured power
  n=0: 3.956e-02, 1.011e-02, 1.004e-02, 2.02
  n=1: 7.054e-04, 9.378e-05, 9.361e-05, 3.00
  n=2: 3.335e-05, 2.224e-06, 2.215e-06, 4.02
  n=3: 2.437e-06, 8.302e-08, 8.322e-08, 5.02
  cut Gaussian: 7.217e-04, 1.853e-04, 1.839e-04, 2.02
cut Gaussian: step in V = 1.832 eV
Gaussian: w = 0.4472 A, E0 = -8.9443 eV
h (A): A Gaussian, formula, A of n=2 well (eV)
  0.50: 8.158e-03, 8.158e-03, 7.701e-02
  0.40: 9.610e-05, 9.610e-05, 3.095e-02
  0.30: 6.538e-09, 6.538e-09, 4.552e-03
density singular at c = 0.300 A: decay rate = 0.2989 A
eigenvalue test, periodic box 4.0 A
radial levels: n=2 -27.0315 eV, Gaussian -14.5318 eV
A (eV) from eigenvalue and from frozen orbital density
h (A): n=2 eigen, n=2 frozen, Gaussian eigen, Gaussian frozen
  0.3333: 3.467e-03, 6.502e-03, 3.369e-02, 6.685e-02
  0.2500: 7.972e-04, 7.970e-04, 4.385e-04, 9.111e-04
  0.2000: 3.639e-04, 3.626e-04, 3.593e-06, 7.834e-06
  0.1667: 1.833e-04, 1.827e-04, 2.075e-08, 4.737e-08
Gaussian eigenvalue, ln drop per step of 1/h = 1 A^-1: 4.34, 4.80, 5.15
fixed Gaussian density formula at h=0.20 A: 8.11e-21 eV
mean n=2 level at h=0.20 A, spectral kinetic: -27.0371 eV
second-order stencil: mean shift = -0.8855 eV
second-order stencil: A = 3.526e-04 eV
checks complete
```
